\section*{When Crystal Growth Peaks at Smaller Undercooling than Nucleation}

\section{The result}

The idea to be tested is that a supercooled liquid has one temperature of fastest crystallization, at which nucleation and growth both peak. It is false. In the model liquid below, which melts at $T_m=900$ K, growth is fastest at $T_u=781$ K and nucleation at $T_J=575$ K. The undercoolings are 119 K and 325 K, although both processes use the same atomic mobility.

The general statement has a condition. Let $\theta=T/T_m$, and let $w=W^*/kT$ be the nucleation barrier in units of $kT$. If nucleation and growth share one hop rate, and if at the growth peak
\begin{equation}
\theta_u>\tfrac13,\qquad w(T_u)>\frac{1}{3\theta_u-1},
\label{cond}
\end{equation}
then $T_J<T_u$. The mobility cancels from the ratio of the two rates. It enters the order only by fixing $T_u$, the temperature at which the condition is evaluated.

\section{One model for both rates}

\subsection{Mobility and driving force}

Each atom occupies a volume $v=\lambda^3$. The viscosity follows the MYEGA form for a fragile liquid,
\begin{equation}
\log_{10}\frac{\eta}{\eta_\infty}=15\,y\,e^{c(y-1)},\qquad y=\frac{T_g}{T},\qquad c=\frac{m}{15}-1 .
\label{eta}
\end{equation}
At $T=T_g$ the viscosity is 15 decades above $\eta_\infty$. Its slope there, $d\log_{10}\eta/dy=15(1+c)=m$, is the fragility. The Stokes--Einstein relation for a particle of diameter $\lambda$ gives $D=kT/(3\pi\eta\lambda)$, and the hop rate is taken as
\begin{equation}
\Gamma=\frac{D}{\lambda^2}=\frac{kT}{3\pi\eta\lambda^3}.
\end{equation}
With a constant heat of fusion $\Delta h$ per atom, the free energy gained per crystallized atom is
\begin{equation}
\Delta\mu=\Delta h(1-\theta),\qquad x\equiv\frac{\Delta\mu}{kT}=\frac{\Delta h}{kT}(1-\theta).
\label{x}
\end{equation}

\subsection{Growth}

A spherical crystal of $n$ atoms has area $s\lambda^2n^{2/3}$ with $s=(36\pi)^{1/3}$. For a constant interface energy $\sigma$, the work to form it is
\begin{equation}
W(n)=-n\Delta\mu+\sigma s\lambda^2n^{2/3}.
\end{equation}
Atoms attach at the rate $\beta_n=sn^{2/3}\Gamma$, one hop rate for each surface site of area $\lambda^2$. Let $N_n=v^{-1}e^{-W(n)/kT}$ be the reference distribution. Detailed balance, $\beta_nN_n=\alpha_{n+1}N_{n+1}$, fixes the detachment rate:
\begin{equation}
\alpha_{n+1}=\beta_n\,e^{[W(n+1)-W(n)]/kT}.
\end{equation}
For a very large crystal the surface term changes negligibly per atom, so $W(n+1)-W(n)\to-\Delta\mu$ and $dn/dt=\beta_n(1-e^{-x})$. Since $dn=4\pi r^2dr/v$ and $\beta_n=4\pi r^2\Gamma/\lambda^2$, the growth speed is
\begin{equation}
u=\frac{dr}{dt}=\frac{v\Gamma}{\lambda^2}(1-e^{-x})=\lambda\Gamma(1-e^{-x}).
\label{u}
\end{equation}

\subsection{Nucleation}

Let $f_n$ be the actual cluster density in a steady state. The same flux $J$ passes every size:
\begin{equation}
J=\beta_nf_n-\alpha_{n+1}f_{n+1}
=\beta_nN_n\left(\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}}\right).
\end{equation}
Divide by $\beta_nN_n$ and sum over $n$. The right side telescopes. With $f_1=N_1$ and $f_n/N_n\to0$ at large $n$, it equals 1, so
\begin{equation}
J=\left[\sum_{n\ge1}\frac{1}{\beta_nN_n}\right]^{-1}.
\label{sum}
\end{equation}
The sum is dominated by the top of the barrier, where $W'(n^*)=0$. This gives $n^{*1/3}=2\sigma s\lambda^2/(3\Delta\mu)$. The surface term there is $\tfrac32n^*\Delta\mu$, so
\begin{equation}
W^*=\tfrac12n^*\Delta\mu=\frac{4\sigma^3s^3\lambda^6}{27\Delta\mu^2}=\frac{16\pi\sigma^3v^2}{3\Delta\mu^2}.
\end{equation}
The curvature is $W''(n^*)=-\tfrac29\sigma s\lambda^2n^{*-4/3}$. Replacing the sum by a Gaussian integral gives
\begin{equation}
J\simeq\frac{\beta_{n^*}}{v}\sqrt{\frac{|W''|}{2\pi kT}}\,e^{-w}
=\frac{\Gamma}{v}\,\frac{s^{3/2}}{3\sqrt\pi}\sqrt{\frac{\sigma\lambda^2}{kT}}\,e^{-w}.
\end{equation}
The factors $n^{*2/3}$ and $n^{*-2/3}$ have cancelled, and with them the undercooling in the prefactor. Since $s^{3/2}=6\sqrt\pi$,
\begin{equation}
J=\frac{2\Gamma}{v}\sqrt{\frac{\sigma\lambda^2}{kT}}\;e^{-w},\qquad
w=\frac{b}{\theta(1-\theta)^2},\qquad b=\frac{16\pi\sigma^3v^2}{3\Delta h^2kT_m}.
\label{J}
\end{equation}

Near the melting point the two rates already behave differently. Growth vanishes linearly, $u\simeq\lambda\Gamma x$, while the nucleation barrier diverges, $w\simeq b/(1-\theta)^2$, so that $J$ vanishes faster than any power of the undercooling.

\section{The counter-example}

Take $T_m=900$ K, $T_g=400$ K, $m=90$ (so $c=5$), $\eta_\infty=1$ mPa\,s, $\Delta h=0.15$ eV, $v=0.03$ nm$^3$ (so $\lambda=0.311$ nm) and $\sigma=0.45$ eV/nm$^2$, which is $0.072$ J/m$^2$. Equation (\ref{J}) then gives $b=0.7875$.

\subsection{Peak conditions}

Since $T\,dy/dT=-y$, equation (\ref{eta}) gives
\begin{equation}
T\frac{d\ln\Gamma}{dT}=1+M,\qquad M=15\ln10\;y\,e^{c(y-1)}(1+cy).
\end{equation}
From (\ref{x}), $x=(\Delta h/k)(1/T-1/T_m)$, hence $T\,dx/dT=-\Delta h/kT$. From (\ref{J}), $\ln w=\ln b-\ln\theta-2\ln(1-\theta)$, hence
\begin{equation}
\theta\frac{dw}{d\theta}=w\left(-1+\frac{2\theta}{1-\theta}\right)=w\,\frac{3\theta-1}{1-\theta}.
\label{dw}
\end{equation}
Setting the logarithmic derivatives of $u$ and $J$ to zero gives
\begin{align}
\text{growth:}\quad & M+1=\frac{\Delta h/kT}{e^x-1},\label{pu}\\
\text{nucleation:}\quad & M+\tfrac12=w\,\frac{3\theta-1}{1-\theta}.\label{pj}
\end{align}
The $\tfrac12$ is what remains of the 1 after the factor $T^{-1/2}$ in $J$. As $T$ rises from $T_g$ to $T_m$, both left sides fall and both right sides rise, so each rate has a single hump.

\subsection{Numbers}

At $T=780.9$ K, $y=0.512$ and $M=5.50$. With $\Delta h/kT=2.229$ and $x=0.295$, the right side of (\ref{pu}) is $2.229/0.343=6.50$, equal to $M+1$. This is the growth peak.

At $T=575.0$ K, $y=0.696$ and $M=23.5$. With $\theta=0.639$ and $w=9.45$, the right side of (\ref{pj}) is $9.45\times0.917/0.361=24.0$, equal to $M+\tfrac12$. This is the nucleation peak, 206 K below the other.

\begin{center}
\begin{tabular}{lcc}
 & 781 K & 575 K\\ \hline
viscosity (mPa\,s) & 4.7 & 190\\
hop rate $\Gamma$ (s$^{-1}$) & $8.1\times10^{9}$ & $1.5\times10^{8}$\\
barrier $w$ & 51.8 & 9.45\\
growth speed $u$ (m/s) & 0.65 & 0.031\\
$J$ (nm$^{-3}$\,s$^{-1}$) & $1.3\times10^{-11}$ & $7.3\times10^{5}$
\end{tabular}
\end{center}

On cooling from the first temperature to the second, the hop rate falls by a factor of 55. Growth falls by a factor of only 21, because $1-e^{-x}$ rises from 0.26 to 0.66. Nucleation loses the same factor of 55 but gains $e^{51.83-9.45}\simeq3\times10^{18}$ from the lower barrier. Its net gain is about $5\times10^{16}$.

In a cube of edge 20 nm, the steady rate gives 5.8 nuclei per nanosecond at 575 K and $1.1\times10^{-16}$ at 781 K. In a cube of this size the mean wait for a nucleus at 781 K is about $9\times10^6$ s, or some hundred days. Where the crystal would grow fastest, it practically never starts by homogeneous nucleation in so small a volume. This refutes the idea of a common peak.

The critical nucleus at 575 K has a radius of 0.50 nm and 17 atoms, so the Gaussian step needs a check. Maximizing the discrete sum (\ref{sum}) directly puts the peak at 575.1 K. That supports the integration, though not the use of a macroscopic $\sigma$ for so small a cluster.

\section{The general statement and its proof}

Let $u$ and $J$ have the forms (\ref{u}) and (\ref{J}), with constant $\Delta h$, $\sigma$ and $v$. Let $\Gamma(T)$ be any positive differentiable function common to both. Suppose that $u$ takes its largest value at $T_u$, inside the temperature range considered, which extends up to $T_m$. If (\ref{cond}) holds, $J$ takes its largest value strictly below $T_u$.

\textbf{Proof.} The mobility cancels from the ratio of the rates:
\begin{equation}
R\equiv\frac Ju=C\,\frac{\theta^{-1/2}e^{-w}}{1-e^{-x}},
\end{equation}
with $C$ independent of temperature. Using (\ref{dw}) and the derivative of $x$,
\begin{equation}
\theta\frac{d\ln R}{d\theta}=-\frac12-w\,\frac{3\theta-1}{1-\theta}+\frac{\Delta h/kT}{e^x-1}.
\label{dR}
\end{equation}
The last term is positive and works against the claim: the driving force for growth dies out near $T_m$. It is bounded by $e^x-1>x=(\Delta h/kT)(1-\theta)$, which makes it smaller than $1/(1-\theta)$. Therefore
\begin{equation}
\theta\frac{d\ln R}{d\theta}<-\frac12-\frac{w(3\theta-1)-1}{1-\theta}.
\end{equation}
This is negative wherever $w(3\theta-1)\ge1$. For $\theta>\tfrac13$, both $w$ and $3\theta-1$ are positive and increase with $\theta$. If the inequality holds at $T_u$, it therefore holds from $T_u$ up to $T_m$, and $R$ falls throughout that interval.

For any $T$ between $T_u$ and $T_m$ we then have $u(T)\le u(T_u)$ and $R(T)<R(T_u)$, so $J(T)=R(T)u(T)<J(T_u)$. At $T_m$ itself $J=0$. The maximum of $J$ is therefore not above $T_u$. It is not at $T_u$ either: there $du/dT=0$, so $dJ/dT=u\,dR/dT<0$, and $J$ is larger just below. Hence $T_J<T_u$. $\square$

The proof does not require a single hump in either rate. As a test, 400 random liquids were drawn with $T_g/T_m$ from 0.4 to 0.7, $c$ from 0.2 to 8, $\Delta h/kT_m$ from 0.5 to 5, $b$ from 0.001 to about 3, and a sinusoidal modulation of amplitude up to 0.5 in $\ln\Gamma$. Condition (\ref{cond}) held in 353 of them, and all 353 had $T_J<T_u$. Only 8 of these had more than one hump in $u$ and none in $J$, so the multi-hump case rests mainly on the proof. Of the other 47, 39 had the reverse order.

\subsection{What fragility does}

Where (\ref{cond}) holds by a wide margin, as here, fragility does not affect the order, but it moves the peaks. With $T_g$, $\eta_\infty$ and all thermodynamic parameters held fixed:

\begin{center}
\begin{tabular}{cccc}
$m$ & $T_u$ (K) & $T_J$ (K) & gap (K)\\ \hline
45 & 833 & 592 & 241\\
90 & 781 & 575 & 206\\
135 & 722 & 553 & 168
\end{tabular}
\end{center}

The downward shift follows from
\begin{equation}
\frac{\partial\ln M}{\partial c}=-(1-y)+\frac{y}{1+cy},
\end{equation}
which is negative at all six peaks in the table. At these temperatures a more fragile liquid has a flatter viscosity curve, so mobility gives less reward for staying hot, and both peaks move to lower temperature. The narrowing of the gap is a result for these three cases, not a general law.

\section{Where the order reverses}

In the example the condition asks for little. At the growth peak it requires a barrier above $0.62\,kT$, and the actual barrier is $52\,kT$. A surface that the crystal wets can remove most of this. Let it multiply the barrier by $f<1$, and let any other change of the prefactor be independent of temperature. The right side of (\ref{pj}) then shrinks, and $T_J$ moves up towards $T_u$.

The peaks meet when (\ref{pu}) and (\ref{pj}) hold at the same temperature. Eliminating $M$ at $T_u$ gives
\begin{equation}
w_{\rm meet}=\left[\frac{\Delta h/kT_u}{e^x-1}-\frac12\right]\frac{1-\theta_u}{3\theta_u-1}
=6.00\times\frac{0.1323}{1.603}=0.495,
\end{equation}
or $f=0.495/51.8=0.0096$. For smaller $f$, the closed form (\ref{J}) is still rising at $T_u$, and it peaks at the smaller undercooling. Direct maximization of the closed form confirms this: $T_J$ lies below $T_u$ for $1.2$ times this $f$ and above it for $0.8$ times.

The value $0.495$ lies below the bound $0.62$, as it must, since (\ref{cond}) is sufficient but not necessary. The critical nucleus at the meeting point has about 3 atoms. The Gaussian step fails there. The discrete sum (\ref{sum}), with $\sigma$ scaled by $f^{1/3}$, still peaks below $T_u$, at 740 K and 747 K for $1.2$ and $0.8$ times this $f$. It meets $T_u$ only at $f\simeq1.6\times10^{-4}$, where the critical size is below one atom and no barrier is left. The reversal at $f=0.0096$ therefore marks the end of the argument and predicts no behaviour.

\section{The fastest complete transformation}

A third temperature matters when a large volume must crystallize from within. Let nuclei appear at random at constant $J$ and grow at constant $u$. A given point is still liquid at time $t$ if no nucleus has reached it. A nucleus born at $t'$ reaches it from within a sphere of radius $u(t-t')$, so the expected number of such nuclei is
\begin{equation}
\int_0^tJ\,\frac{4\pi}{3}u^3(t-t')^3dt'=\frac{\pi}{3}Ju^3t^4 .
\end{equation}
The Poisson probability of none gives the crystallized fraction $X=1-\exp(-\pi Ju^3t^4/3)$ and the half time $t_{1/2}=[3\ln2/(\pi Ju^3)]^{1/4}$.

The fastest transformation therefore maximizes $\ln J+3\ln u$. In the example both terms rise below $T_J$ and both fall above $T_u$, so the maximum lies between the peaks. It is at 639 K, where $t_{1/2}=30$ ns and a crystal grows 5.7 nm in that time. A measured temperature of fastest crystallization may thus be neither the nucleation peak nor the growth peak.

\section{Phase-change memory and the neglected effects}

The parameters are rough values in the regime of chalcogenide phase-change memory and describe no particular compound. The nucleation rate is especially sensitive to $\sigma$. Because $w\propto\sigma^3$, raising $\sigma$ by 10\% adds $0.331\times9.45=3.1$ to $w$ at 575 K and lowers $J$ there about twentyfold. The absolute nucleation rates are therefore much less certain than the order of the peaks.

Several neglected effects were added or estimated separately, with the rest held fixed:
\begin{itemize}
\item Multiplying $\Delta\mu$ by $2\theta/(1+\theta)$, to allow for the heat capacity difference, gives $T_u=785$ K and $T_J=581$ K.
\item Stokes--Einstein breakdown, modelled as $\Gamma\propto T\eta^{-0.8}$, gives 768 K and 564 K. If it affects growth alone, the mobility is no longer shared and the theorem does not apply; the peaks are then at 768 K and 575 K, still in the same order.
\item A $\sigma$ that falls linearly on cooling, by 20\% at $T_m/2$, gives $T_J=584$ K.
\item The reference distribution assigns work to a single atom. Removing it multiplies $J$ at 575 K by 23 but lowers $T_J$ by only about 2.5 K.
\item Steady nucleation takes time to develop. At 575 K the lag for clusters to pass 100 atoms is about 43 ns. For a 100 ns isothermal pulse starting from monomers, with the liquid treated as an unspent reservoir, the number of clusters past that size is largest at 589 K. At that temperature about 98\% of the volume has crystallized by the end of the pulse, and counting only the remaining liquid moves the optimum to about 577 K. Shorter pulses move it up, to 607 K for 30 ns and 633 K for 10 ns. The 30 ns half time above is a steady-state estimate; with the lag and the slower growth of small crystals it becomes about 38 ns, near 642 K.
\item Latent heat warms the growth front. At 781 K the heat flux is $u\Delta h/v$. Conducted across 20 nm with a conductivity of $0.5$ W/(m\,K), it gives a rise of about 21 K.
\end{itemize}
The steady-state shifts in this list stay below 14 K, and changing $\sigma$ by $+10\%$ or $-10\%$ moves $T_J$ by $-14$ K or $+16$ K, against a gap of 206 K. The 10 ns pulse shifts the best nucleation temperature by 58 K, still well short of the gap.

Surfaces, which real cells have and the model lacks, can matter much more. Interfaces can lower the barrier and raise $T_J$, in principle by most of the gap, as the previous limit shows. An amorphous region surrounded by crystal needs no nuclei at all: at 781 K, fronts moving at 0.65 m/s would cross 10 nm in about 15 ns. For such a region, if the fronts are nearly flat and the temperature is uniform, the growth peak is the one to aim for. A region with neither crystalline contact nor surfaces that assist nucleation must first spend enough time at lower temperatures for nuclei to form and to grow past the critical size at the growth temperature, in a hold, in a slow heating ramp or in the preceding quench. That size is 351 atoms at 781 K, where a cluster of about 100 atoms survives with a probability of only about $10^{-7}$; growing from 100 to 351 atoms takes about 22 ns more at 575 K. In the model a quench at 5 K/ns leaves about two viable clusters in the 20 nm cube, and one at 20 K/ns fewer than $10^{-3}$. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Tm = 900 K, Tg = 400 K, fragility m = 90
heat of fusion = 0.15 eV/atom, atomic volume = 0.03 nm^3
sigma = 0.45 eV/nm^2 = 0.0721 J/m^2
eta_inf = 1.0 mPa s, hop length = 0.3107 nm
barrier constant b = 0.7875
growth peak T_u = 780.9 K, undercooling = 119.1 K
nucleation peak T_J = 575.0 K, undercooling = 325.0 K
peak separation = 205.9 K
at T_u: theta = 0.8677, x = 0.2950, w = 51.832
at T_u: viscosity = 4.68 mPa s, hop rate = 8.144e+09 1/s
at T_u: growth speed = 0.6464 m/s
at T_u: J = 1.347e-11 1/(nm^3 s)
at T_u: nuclei per ns in the cell = 1.077e-16
at T_J: theta = 0.6389, x = 1.0932, w = 9.452
at T_J: viscosity = 190 mPa s, hop rate = 1.479e+08 1/s
at T_J: growth speed = 0.03056 m/s
at T_J: J = 7.253e+05 1/(nm^3 s)
at T_J: nuclei per ns in the cell = 5.803e+00
J at T_J = 7.253e+32 1/(m^3 s)
cell edge = 20 nm
critical nucleus at T_J: r = 0.498 nm, 17.3 atoms
sufficient barrier at T_u = 0.624 kT
peaks meet at barrier 0.495 kT, f = 0.00955
atoms in critical nucleus there = 3.36
random liquids: 353 meet the condition, all ordered
random liquids: 39 of the other 47 reversed
chain-sum nucleation peak = 575.1 K
fastest bulk transformation = 639.3 K
half time there = 29.82 ns
growth distance in half time = 5.68 nm
random-nuclei fraction at half time = 0.5031
m = 45: T_u = 833.3 K, T_J = 592.2 K, gap = 241.1 K
m = 90: T_u = 780.9 K, T_J = 575.0 K, gap = 205.9 K
m = 135: T_u = 721.8 K, T_J = 553.4 K, gap = 168.4 K
driving force x 2theta/(1+theta): T_u = 785.0 K, T_J = 581.4 K
hop ~ T*eta^-0.8 in both: T_u = 767.7 K, T_J = 564.2 K
hop ~ T*eta^-0.8 in growth only: T_u = 767.7 K, T_J = 575.0 K
sigma 20% lower at Tm/2: T_u = 780.9 K, T_J = 583.5 K
monomer-normalized clusters: T_u = 780.9 K, T_J = 572.5 K
monomer normalization multiplies J at T_J by 23.3
lag to pass 100 atoms at T_J = 42.5 ns
best nucleation T for a 100 ns pulse = 588.8 K
thermal conductivity = 0.5 W/(m K)
latent-heat rise across 20 nm at T_u = 20.7 K
\end{verbatim}
